\section*{Does a high radical loss probability imply film growth?}

\section*{Question}

I am modelling a plasma reactor in which a radical R is lost at the walls. From the decay of the radical density after the plasma is switched off, I deduce that a radical hitting the wall has a probability 0.4 of being lost. My notes call this number the ``sticking probability'', so I multiplied it by the flux of radicals hitting the wall and divided by the number density of the film to get a growth rate. That predicts 30 nm/min, yet the layer on the wall stops at a fraction of a nanometre. Is the loss probability wrong, or is the growth measurement wrong? If the radicals do not stay on the wall, where do they go?

\section*{Answer}

Both can be right. The decay tells you how many radicals fail to come back \emph{as radicals}. It does not tell you whether they stay on the wall. Two radicals can combine there into a stable molecule R$_2$, which returns to the gas. The radicals are then lost, but the film has gained nothing.

\subsection*{Three probabilities}

Average over many impacts on a wall in steady state, and define, per incident radical:
\begin{itemize}
\item $\beta$, the loss probability: the fraction that does not return as R;
\item $\gamma$, the recombination probability: the fraction that ends up in R$_2$ released to the gas;
\item $s$, the net sticking probability: the fraction permanently added to the film.
\end{itemize}
Suppose that R$_2$ is the only volatile product formed from R at the wall, that it leaves at once and does not react there again, and that it carries away no atoms of the film or substrate. A lost radical then has two possible destinations, so
\begin{equation}
\beta=\gamma+s .
\label{eq:balance}
\end{equation}
Your growth estimate used $\beta$ where $s$ was needed. A simple surface model shows how $s=0$ and a large $\beta$ can occur together.

\subsection*{A surface that consumes radicals without growing}

Take a fixed number of surface sites, struck at random, with a fraction $\theta$ occupied by an adsorbed R. On a vacant site, an incoming R adsorbs with probability $s_0$. On an occupied site, it either removes the adsorbed R as R$_2$, with probability $p_r$, or joins the film permanently, with probability $p_g$, leaving the site occupied. Otherwise it is reflected. Ion effects, spontaneous desorption and recombination between two adsorbed radicals are left out. The model shows that a large $\beta$ with $s=0$ is possible; it does not identify the mechanism on a given wall.

Let $x$ be the number of impacts per site. Adsorption raises the coverage and removal lowers it:
\begin{equation}
\frac{d\theta}{dx}=s_0(1-\theta)-p_r\theta
=(s_0+p_r)(\theta_\infty-\theta),
\qquad
\theta_\infty=\frac{s_0}{s_0+p_r}.
\end{equation}
The difference $\theta_\infty-\theta$ therefore decays exponentially. For an initially bare surface,
\begin{equation}
\theta(x)=\theta_\infty\left[1-e^{-(s_0+p_r)x}\right].
\end{equation}

In the steady state $s_0(1-\theta_\infty)=p_r\theta_\infty$. Each removal releases one R$_2$, which contains two radicals: the incoming one and one adsorbed earlier. Hence
\begin{equation}
\gamma=2p_r\theta_\infty .
\end{equation}
The net number of radicals retained per impact is
\begin{equation}
s=s_0(1-\theta_\infty)-p_r\theta_\infty+p_g\theta_\infty
=p_g\theta_\infty ,
\end{equation}
because the first two terms cancel. The loss probability counts every incoming radical that is not reflected:
\begin{align}
\beta&=s_0(1-\theta_\infty)+(p_r+p_g)\theta_\infty\nonumber\\
&=p_r\theta_\infty+(p_r+p_g)\theta_\infty
=2p_r\theta_\infty+p_g\theta_\infty=\gamma+s,
\end{align}
in agreement with Eq.~\eqref{eq:balance}.

Now switch off permanent incorporation, $p_g=0$. Then
\begin{equation}
s=0,\qquad \beta=\gamma=\frac{2s_0p_r}{s_0+p_r}.
\label{eq:nogrowth}
\end{equation}
For $s_0=0.6$ and $p_r=0.3$, the coverage is $0.6/0.9=0.667$ and
\begin{equation}
\beta=\frac{2(0.6)(0.3)}{0.6+0.3}=0.4,\qquad s=0 .
\end{equation}
This is your loss probability with no steady growth. In the ideal limit $s_0=p_r=1$, every incident radical is lost, $\beta=1$, and $s$ is still zero. If either $s_0$ or $p_r$ vanishes while the other does not, Eq.~\eqref{eq:nogrowth} gives $\beta=0$: recombination by this route needs both a supply of adsorbed radicals and a way to remove them.

The word ``sticking'' is treacherous here because radicals do adsorb. On the surface with $\beta=0.4$, a fraction $s_0(1-\theta_\infty)=0.2$ of the incident radicals adsorbs, and an equal fraction, $p_r\theta_\infty=0.2$, removes radicals adsorbed earlier. They stick, but they do not stay. The initial adsorption probability $s_0=0.6$, the loss probability 0.4 and the net sticking probability 0 are three different numbers for one surface.

\subsection*{Why the gas decay cannot tell the difference}

Let $n_w$ be the radical density at the wall, $v$ the mean thermal speed and $J$ the net flux into the wall. In the diffusion approximation, the velocity distribution is a Maxwellian plus a part odd in the velocity component normal to the wall. The Maxwellian gives a flux $n_wv/4$ in each direction. The odd part supplies the net flux, half of it by adding to the inward stream and half by reducing the outward one:
\begin{equation}
\Gamma_{\rm in}=\frac{n_wv}{4}+\frac J2,\qquad
\Gamma_{\rm out}=\frac{n_wv}{4}-\frac J2 .
\end{equation}
The wall returns a fraction $1-\beta$ as R, so $\Gamma_{\rm out}=(1-\beta)\Gamma_{\rm in}$. Inserting the two fluxes and collecting terms gives
\begin{equation}
\beta\,\frac{n_wv}{4}=\left(1-\frac\beta2\right)J,
\qquad
J=k_wn_w,\quad
k_w=\frac v4\,\frac{\beta}{1-\beta/2}.
\label{eq:kw}
\end{equation}
Only $\beta$ enters, not $s$ or $\gamma$ separately. The approximation is least secure near $\beta=1$, where the outward stream vanishes and the distribution is far from nearly isotropic.

For two equal walls a distance $L$ apart, with diffusion coefficient $D$ and no loss in the gas volume, the slowest decaying mode is $n\propto\cos(2Xz/L)\,e^{-t/\tau}$, with $z=0$ at midplane. The diffusion equation gives $1/\tau=D(2X/L)^2$. At $z=L/2$, the condition $-D\,\partial n/\partial z=k_wn$ becomes
\begin{equation}
\frac{2DX}{L}\sin X=k_w\cos X .
\end{equation}
Thus
\begin{equation}
X\tan X=\frac{k_wL}{2D},\qquad
\tau=\frac{L^2}{4DX^2},\qquad 0<X<\frac\pi2 .
\end{equation}
Walls at their steady coverage and with equal $\beta$ have the same $\tau$, whether they grow or not. In this model the coverage stays steady as the radical density falls, because adsorption and removal both scale with the impact rate. If two adsorbed radicals recombined with each other instead, the steady coverage, and with it $\beta$, would depend on the flux. With the numbers used below, the gas holds only about $10^{-3}$ of a monolayer per wall and the decay lasts about a millisecond, so the coverage hardly moves in either case: the decay reports $\beta$ at the coverage the plasma left behind.

Two limits show what the decay can measure. If $k_wL/(2D)\ll1$, then $X^2\simeq k_wL/(2D)$ and $\tau\simeq L/(2k_w)$, which is sensitive to $\beta$. If $k_wL/(2D)\gg1$, then $X\to\pi/2$ and $\tau\to L^2/(\pi^2D)$. Transport to the wall is then the bottleneck, and the decay says little even about $\beta$.

\subsection*{Growth while the plasma is on}

Let the plasma create radicals at a uniform rate $G$ per unit volume. In steady state $D\,d^2n/dz^2=-G$, so by symmetry
\begin{equation}
n(z)=n_{\rm mid}-\frac{Gz^2}{2D},\qquad
J=-D\left.\frac{dn}{dz}\right|_{L/2}=\frac{GL}{2}.
\end{equation}
With loss in the gas volume still neglected, every radical produced must reach a wall and be lost there, so $J$ does not depend on $\beta$ as long as $\beta>0$. The density adjusts instead:
\begin{equation}
n_w=\frac{J}{k_w},\qquad n_{\rm mid}=n_w+\frac{GL^2}{8D}.
\end{equation}
Since $J=\beta\Gamma_{\rm in}$, the growth rate is
\begin{equation}
R=\frac{s\,\Gamma_{\rm in}}{n_f}
=\frac{s}{\beta}\,\frac{GL}{2n_f},
\label{eq:growth}
\end{equation}
where $n_f$ is the number of radical units per unit volume of film. Calling $\beta$ the sticking probability amounts to replacing $s/\beta$ by 1.

\subsection*{Numbers}

Take round model parameters: radical mass 15 u, temperature 400 K, $L=5$ cm, $D=1$ m$^2$/s, $G=10^{21}$ m$^{-3}$\,s$^{-1}$, $n_f=5\times10^{28}$ m$^{-3}$ and $10^{19}$ sites per m$^2$. The mean speed is 751 m/s. The mean free path, estimated as $3D/v$, is 4 mm, small compared with the gap but not negligible, so the diffusion results are approximate: a kinetic treatment of the gas raises the decay times and midplane densities below by 1 to 4\,\%, depending on $\beta$ and on the collision model.

For $\beta=0.4$,
\begin{equation}
k_w=\frac{751.4}{4}\,\frac{0.4}{0.8}=93.9\ \text{m/s},\qquad
\frac{k_wL}{2D}=93.9\times0.025=2.35 .
\end{equation}
The root is $X\simeq1.12$, which gives $\tau\simeq0.49$ ms. With the plasma on,
\begin{align}
J&=\frac{10^{21}\times0.05}{2}
=2.5\times10^{19}\ \text{m}^{-2}\,\text{s}^{-1},\\
\frac{J}{n_f}&=5\times10^{-10}\ \text{m/s}=30\ \text{nm/min}.
\end{align}
Three walls with $\beta=0.4$ now share the same decay time and the same density, about $5.8\times10^{17}$ m$^{-3}$ at midplane, but Eq.~\eqref{eq:growth} separates them:
\begin{center}
\begin{tabular}{lccc}
Wall & $s$ & $\gamma$ & Growth (nm/min)\\
recombining & 0 & 0.4 & 0\\
mixed & 0.1 & 0.3 & 7.5\\
growing & 0.4 & 0 & 30
\end{tabular}
\end{center}
Your estimate, if it used the true incident flux $\Gamma_{\rm in}$, is correct for the third wall, four times too large for the second, and qualitatively wrong for the first.

The recombining wall does take up a little material at the start. Its steady adsorbed layer is equivalent to
\begin{equation}
\frac{\theta_\infty\times10^{19}}{5\times10^{28}}\ \text{m}
=0.667\times0.2\ \text{nm}=0.13\ \text{nm}.
\end{equation}
When the gas and an initially bare wall are followed together for 60 s, the thickness ends at this value. The layer starts to build at 30 nm/min, is half complete after about 0.17 s and 99\,\% complete after about 0.9 s. At this flux only an exposure well under a second could be mistaken for growth; a longer one shows the plateau.

The ideal recombining wall makes the point more sharply. Raising $\beta$ from 0.4 to 1 shortens the decay time to about 0.31 ms and lowers the midplane density to about $3.8\times10^{17}$ m$^{-3}$, while the growth rate remains zero. Faster loss of radicals is not evidence of faster deposition. The numerical output also gives the probabilities found by following individual random impacts on each wall. Its percentage ``returned as R2'' is the share of the \emph{lost} radicals, $\gamma/\beta$, whereas $\gamma$ itself is a fraction of all incident radicals.

\subsection*{What to measure, and when this reading fails}

Use the decay to find $\beta$, provided that $D$ and the gas temperature are known, loss in the gas volume is negligible, and the decay is not wholly limited by diffusion. Partial limitation already costs accuracy: in the example, an error of 10\,\% in $\tau$ puts the deduced $\beta$ between 0.35 and 0.47, and an error of 10\,\% in $D$ puts it between 0.38 and 0.44. Use the steady growth rate to find $s=Rn_f/\Gamma_{\rm in}$. In the diffusion approximation the incident flux is $\Gamma_{\rm in}=(n_wv/4)/(1-\beta/2)$; using $n_wv/4$ alone would make $s$ too large, by a factor of 1.25 at $\beta=0.4$ in this approximation, and by about 1.3 for the example when the gas next to the wall is treated kinetically. Under the assumptions above, and if the wall has the same $\beta$ with the plasma on as during the decay, the difference $\beta-s$ is $\gamma$. Detecting R$_2$ coming from the wall would support that assignment.

Three complications need separate accounting:
\begin{itemize}
\item If the volatile product carries away film atoms, the surface is etched. The thickness can then fall while radicals are being lost, and Eq.~\eqref{eq:balance} no longer describes the film balance.
\item If other species also deposit, the measured growth cannot all be credited to R, and only the part due to R belongs in $s$. If they react with R at the wall to form another volatile product, $\beta-s$, with $s$ corrected in this way, includes that loss and exceeds $\gamma$.
\item If the plasma breaks R$_2$ back into radicals, $G$ itself depends on how much R$_2$ the wall returns. The comparison in the table is made at equal $G$.
\end{itemize}

So a loss probability of 0.4 and a film that stops growing are compatible. In the recombining case, the missing radicals, apart from those in the thin adsorbed layer, are in the gas, bound in pairs as R$_2$.

\section*{Table of computed values}
\begin{verbatim}
Mass 15 u; temperature 400 K; gap 5 cm
D = 1.0 m^2/s; source G = 1.0e+21 m^-3 s^-1
Sites 1.0e+19 m^-2; film units 5.0e+28 m^-3
Mean speed 751.4 m/s; mean free path 3D/v 3.99 mm
Net radical flux to each wall 2.50e+19 m^-2 s^-1
Growth if beta is read as sticking 30.00 nm/min
[recombining] s0 0.6, pr 0.3, pg 0.0
  coverage 0.6667; beta 0.400, gamma 0.400, s 0.000
  simulated beta 0.4004, gamma 0.4004, s 0.0000
  wall speed J/n_w 93.9 m/s
  density: wall 2.662e+17, midplane 5.787e+17 m^-3
  decay time: formula 0.4945, integrated 0.4947 ms
  growth rate 0.00 nm/min; returned as R2 100.0 %
  adsorbed layer 0.133 nm; total after 60 s 0.133 nm
[mixed] s0 0.3, pr 0.3, pg 0.2
  coverage 0.5000; beta 0.400, gamma 0.300, s 0.100
  simulated beta 0.3998, gamma 0.3000, s 0.0998
  wall speed J/n_w 93.9 m/s
  density: wall 2.662e+17, midplane 5.787e+17 m^-3
  decay time: formula 0.4945, integrated 0.4947 ms
  growth rate 7.50 nm/min; returned as R2 75.0 %
  adsorbed layer 0.100 nm; total after 60 s 7.575 nm
[growing] s0 0.6, pr 0.0, pg 0.4
  coverage 1.0000; beta 0.400, gamma 0.000, s 0.400
  simulated beta 0.3995, gamma 0.0000, s 0.3995
  wall speed J/n_w 93.9 m/s
  density: wall 2.662e+17, midplane 5.787e+17 m^-3
  decay time: formula 0.4945, integrated 0.4947 ms
  growth rate 30.00 nm/min; returned as R2 0.0 %
  adsorbed layer 0.200 nm; total after 60 s 30.000 nm
[ideal recombining] s0 1.0, pr 1.0, pg 0.0
  coverage 0.5000; beta 1.000, gamma 1.000, s 0.000
  simulated beta 1.0000, gamma 0.9999, s 0.0001
  wall speed J/n_w 375.7 m/s
  density: wall 6.654e+16, midplane 3.790e+17 m^-3
  decay time: formula 0.3097, integrated 0.3098 ms
  growth rate 0.00 nm/min; returned as R2 100.0 %
  adsorbed layer 0.100 nm; total after 60 s 0.100 nm
\end{verbatim}
